# Band velocities and electron-phonon elements at degeneracies: what is basis independent?

## Question

I run a band-structure code twice at the same crystal momentum, on a twofold degenerate level. The energies agree to about $10^{-9}$ eV, but the diagonal velocities $\langle n|v|n\rangle$ and the individual electron-phonon elements $|g_{mn\nu}|^2$ do not agree at all. I had taken both to be properties of band $n$. Is one run wrong? Someone told me that at a degeneracy only traces over the multiplet mean anything. Is that true, and what should I then use as the slope of a band or as its coupling strength?

## Answer

Both runs can be right. At a degeneracy the label $n$ does not identify a state, so a quantity carrying that label need not be a property of the crystal. Traces over the multiplet do survive, but so do some other quantities, and some sums that look like traces do not.

### What the freedom does to a velocity

Let $|m\rangle$, $m=1,\dots,N$, be orthonormal states of a level with energy $E$ at $\mathbf k$. A diagonalization may equally well return $|n'\rangle=\sum_m|m\rangle U_{mn}$ with any unitary $U$. I set $\hbar=1$ in the algebra, use a fixed orthonormal orbital basis, and leave out spin-orbit coupling. For a unit vector $\mathbf u$, define the velocity block

$$V_{mn}(\mathbf u)=\langle m|\,\mathbf u\cdot\partial_{\mathbf k}H\,|n\rangle ,\qquad V\to U^\dagger VU .$$

This block is Hermitian. If a normalized state has components $c_j$ along its eigenvectors, with eigenvalues $\lambda_j$, its diagonal element is $\sum_j\lambda_j|c_j|^2$. That is a weighted mean, so it lies between $\lambda_{\min}$ and $\lambda_{\max}$. Mixing the two extreme eigenvectors with weights $\cos^2\beta$ and $\sin^2\beta$ reaches every value in between. The diagonal elements are therefore basis independent if and only if $\lambda_{\min}=\lambda_{\max}$, that is, if $V=\lambda 1$. For $N=1$ this holds trivially, because $U$ is a phase.

### The slopes are eigenvalues

Move to $\mathbf k+h\mathbf u$. To first order, $H$ changes by $h\,\mathbf u\cdot\partial_{\mathbf k}H$. Write the state as $\sum_n c_n|n\rangle+h|\chi\rangle$, with $|\chi\rangle$ outside the multiplet, and its energy as $E+h\lambda$. Projecting the terms of order $h$ on $\langle m|$ gives

$$\sum_nV_{mn}(\mathbf u)c_n+\langle m|(H-E)|\chi\rangle=\lambda c_m .$$

The second term vanishes because $\langle m|H=E\langle m|$. Hence $Vc=\lambda c$: the slopes along $\mathbf u$ are the eigenvalues of $V(\mathbf u)$, which no unitary can change.

Finite differences need care as well. With bands sorted by energy, the top band at $+h$ has energy $E+h\lambda_{\max}$, but at $-h$ it has energy $E-h\lambda_{\min}$. The central difference is then

$$\frac{(E+h\lambda_{\max})-(E-h\lambda_{\min})}{2h}=\frac{\lambda_{\max}+\lambda_{\min}}2 ,$$

which is neither $\lambda_{\max}$ nor $\lambda_{\min}$ unless the two coincide. In a doublet it is then the slope of no branch at all.

If the eigenvalues of $V(\mathbf u)$ are distinct, the bands separate at small $h>0$. Their states tend to the columns of the matrix $U_{\mathbf u}$ that diagonalizes $V(\mathbf u)$. For a nondegenerate band the Hellmann-Feynman theorem applies, so the derivative along another direction $\mathbf u'$ tends to

$$\lim_{h\to0^+}\partial_{\mathbf u'}E_n(\mathbf k+h\mathbf u)=\left[U_{\mathbf u}^\dagger V(\mathbf u')U_{\mathbf u}\right]_{nn}.$$

This number is well defined, but it may depend on the direction of approach.

### A doublet that can be solved by hand

Take one $p$ shell per site of an fcc lattice with nearest-neighbour hopping

$$t_{ij}(\mathbf r)=\left(\frac{r_0}{r}\right)^p\left[V_\pi\delta_{ij}+\Delta\,\hat r_i\hat r_j\right],\qquad \Delta=V_\sigma-V_\pi ,$$

where $r_0=a/\sqrt2$ is the neighbour distance. The Bloch phases are $e^{i\mathbf k\cdot\mathbf R}$, so $H(\mathbf k)=\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}t(\mathbf d)$ over the twelve neighbours. Let $\mathbf k=\kappa(1,1,1)$ and $\mathbf n=(1,1,1)/\sqrt3$.

Six neighbours lie in the plane normal to $\mathbf n$ and have $\mathbf k\cdot\mathbf d=0$. The others are $\pm\mathbf d_b$, where $\mathbf d_b$ is $(a/2)(1,1,0)$, $(a/2)(1,0,1)$ or $(a/2)(0,1,1)$, with $\mathbf k\cdot\mathbf d_b=\kappa a$. Split their unit vectors as

$$\hat{\mathbf d}_b=\sqrt{2/3}\,\mathbf n+\mathbf s_b,\qquad |\mathbf s_b|^2=\tfrac13 .$$

The three $\mathbf s_b$ lie in the plane at $120^\circ$ to each other. Therefore $\sum_b\mathbf s_b=0$ and, within the plane, $\sum_b\mathbf s_b\mathbf s_b^T=\tfrac12 1$. The first relation removes the matrix elements between the orbital along $\mathbf n$ and those in the plane. The six in-plane unit vectors form a hexagon with $\sum\hat{\mathbf d}\hat{\mathbf d}^T=3\cdot1$. The two in-plane orbitals thus form a doublet with energy

$$E=6V_\pi+3\Delta+2\cos\kappa a\left(3V_\pi+\tfrac12\Delta\right)
=3(V_\sigma+V_\pi)+(V_\sigma+5V_\pi)\cos\kappa a .$$

For the velocity, combine $\mathbf d$ with $-\mathbf d$. Since $t(-\mathbf d)=t(\mathbf d)$, the pair gives $i(\mathbf u\cdot\mathbf d)(e^{i\mathbf k\cdot\mathbf d}-e^{-i\mathbf k\cdot\mathbf d})t=-2(\mathbf u\cdot\mathbf d)\sin(\mathbf k\cdot\mathbf d)\,t$. In the doublet,

$$V(\mathbf u)=-2r_0\sin\kappa a\sum_b(\mathbf u\cdot\hat{\mathbf d}_b)\left[V_\pi1+\Delta\,\mathbf s_b\mathbf s_b^T\right].$$

Along $\mathbf n$ this is the scalar block $-(a/\sqrt3)(V_\sigma+5V_\pi)\sin\kappa a\;1$, in agreement with the derivative of $E$. For transverse $\mathbf u$ the $V_\pi$ term vanishes and the tensor

$$T_{aij}=\sum_b s_{b,a}s_{b,i}s_{b,j}$$

remains. Choose $\mathbf A=(1,1,-2)/\sqrt6$ and $\mathbf B=(1,-1,0)/\sqrt2$. Then the $\mathbf s_b$ have components $(1,0)/\sqrt3$ and $(-\tfrac12,\pm\tfrac{\sqrt3}2)/\sqrt3$, so that

$$T_{AAA}=\frac{1-\frac18-\frac18}{3\sqrt3}=\frac1{4\sqrt3}\equiv\tau,\qquad
T_{ABB}=\frac{2(-\frac12)\frac34}{3\sqrt3}=-\tau .$$

Elements with an odd number of $B$ indices cancel. In the orbital basis $(\mathbf A,\mathbf B)$ this means $T(\mathbf A)=\tau\sigma_z$ and $T(\mathbf B)=-\tau\sigma_x$. For $\Delta\sin\kappa a>0$,

$$V(\mathbf A)=-w\sigma_z,\qquad V(\mathbf B)=w\sigma_x,\qquad
w=2r_0\tau\Delta\sin\kappa a=\frac{a\Delta\sin\kappa a}{2\sqrt6}.$$

The transverse slopes are $\pm w$ in every transverse direction, so to first order the bands form a cone in the transverse plane. The two blocks do not commute: $[V(\mathbf A),V(\mathbf B)]=-2iw^2\sigma_y$. No basis makes both diagonal. A state of the doublet has a mean value of each velocity component, but no state has sharp values of both.

Approach the point along $\mathbf u=\cos\phi\,\mathbf A+\sin\phi\,\mathbf B$. The upper state of $V(\mathbf u)=-w(\cos\phi\,\sigma_z-\sin\phi\,\sigma_x)$ has $\langle\sigma_z\rangle=-\cos\phi$ and $\langle\sigma_x\rangle=\sin\phi$. Its transverse gradient is therefore $w(\cos\phi,\sin\phi)$. It points along the direction of approach, as on any circular cone without tilt; on an elliptical or tilted cone it generally does not.

### Your two runs in numbers

Take $a=4$ Å, $V_\sigma=1$ eV, $V_\pi=-0.3$ eV, $p=3$ and $\kappa=\pi/(2a)$, so $\sin\kappa a=1$. These are round model values. The doublet lies at $3\times0.7=2.1$ eV and the singlet at $-1.8$ eV. With $\Delta=1.3$ eV,

$$w=\frac{4\times1.3}{2\sqrt6}=1.061\ \text{eV Å},$$

or $1.61\times10^5$ m/s after division by $\hbar$.

Now imitate numerical noise by raising the $p_z$ orbital by $10^{-9}$ eV. The in-plane part of $p_z$ lies along $\mathbf A$, so the code returns $\mathbf A$ and $\mathbf B$, and the diagonal elements of $V(\mathbf A)$ are $\mp1.061$ eV Å. Raise $p_x$ instead. Its in-plane part makes an angle of $60^\circ$ with $\mathbf A$. The upper state then has diagonal element $-w\cos120^\circ=+0.531$ eV Å, and the lower one $-0.531$ eV Å. The upper state has changed both the sign and the size of its "velocity", although the energies have moved by no more than about $10^{-9}$ eV.

The sum of squared diagonal elements changes too, from $2w^2=2.253$ to $w^2/2=0.563$ eV² Å². It uses only the diagonal part of $V$, and that part does not transform as $U^\dagger(\cdot)U$, so the sum is not protected. The true trace $\mathrm{Tr}\,V(\mathbf A)^2=2w^2$ stays at 2.253 eV² Å², because it includes the off-diagonal elements.

Invariance alone does not make a quantity the one you need. Just off the degeneracy, in direction $\phi$, the squared band velocities along $\mathbf A$ add up to $2w^2\cos^2\phi$, which averages to $w^2$ over the circle. $\mathrm{Tr}\,V(\mathbf A)^2$ is the sum of squared slopes along $\mathbf A$; among these transverse directions, it equals that band sum only for approach along $\pm\mathbf A$.

As the step shrinks, the central difference of the sorted upper band along $\mathbf A$ tends to zero, the mean of $+w$ and $-w$. At $10^{-4}$ Å$^{-1}$ from the point, in the direction $\phi=60^\circ$, the derivative of the upper band along $\mathbf A$ is 0.530 eV Å, against the limiting value $w/2=0.531$ eV Å.

### A degeneracy that leaves the velocities alone

Consider the $p_x,p_y$ pair at $\mathbf k=(0,0,k_z)$ in the same model. Pair each neighbour $(d_x,d_y,d_z)$ with $(-d_x,-d_y,d_z)$. The Bloch phase and the $xy$ block of $t$ are the same for both, while a transverse $\mathbf u\cdot\mathbf d$ changes sign. The transverse block is zero. Along $z$ the pair stays degenerate, so both eigenvalues of the block are equal and it is scalar. Here the diagonal velocities are the same in every basis. Degeneracy creates the freedom, and the form of the velocity block decides whether it affects the velocities.

### The electron-phonon elements

Let the ions move by $\mathbf u_{\mathbf R}=Q\,\mathbf e\,e^{i\mathbf q\cdot\mathbf R}$. The hopping from $\mathbf R+\mathbf d$ to $\mathbf R$ depends on the relative displacement $Q\mathbf e\,e^{i\mathbf q\cdot\mathbf R}(e^{i\mathbf q\cdot\mathbf d}-1)$. Between Bloch states at $\mathbf k$ and $\mathbf k+\mathbf q$ the phases in $\mathbf R$ cancel, and the derivative with respect to $Q$ is $\sum_a e_aD^a$ with

$$D^a_{ij}=\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}\left(e^{i\mathbf q\cdot\mathbf d}-1\right)\partial_at_{ij}(\mathbf d).$$

The element is $g=D/\sqrt{2M\omega}$, with the factor $N_{\rm cell}^{-1/2}$ left out by convention.

There are now three free unitaries: $U$ for the initial states, $X$ for the final states, and $W$ for degenerate modes. They act as $g_\nu\to\sum_\mu W_{\mu\nu}X^\dagger g_\mu U$. In $\sum_\nu\mathrm{Tr}\,g_\nu^\dagger g_\nu$ the product $XX^\dagger$ is the unit matrix, $U$ cancels under the trace, and $\sum_\nu W^*_{\mu\nu}W_{\mu'\nu}=\delta_{\mu\mu'}$. Hence

$$S=\sum_{\nu mn}|g_{\nu,mn}|^2$$

is invariant when all three multiplets are complete. For a fixed polarization the singular values of $g$ are also invariant under $U$ and $X$.

In the model take $\mathbf q=(\pi/a)(1,1,1)$. The factor $e^{i\mathbf q\cdot\mathbf d}-1$ is $-2$ for $\pm\mathbf d_b$ and zero for the in-plane neighbours. Since $\partial_at$ is odd in $\mathbf d$, $D^a=-4i\sin\kappa a\sum_b\partial_at(\mathbf d_b)$. From $\partial_a\hat r_i=(\delta_{ai}-\hat r_a\hat r_i)/r$,

$$\partial_at_{ij}=-\frac p{r_0}\hat d_a\left(V_\pi\delta_{ij}+\Delta\hat d_i\hat d_j\right)+\frac\Delta{r_0}\left(\delta_{ai}\hat d_j+\delta_{aj}\hat d_i-2\hat d_a\hat d_i\hat d_j\right).$$

For transverse modes and doublet states all three indices lie in the plane. Terms linear in $\mathbf s_b$ sum to zero, which leaves

$$D^a_{ij}=4i\sin\kappa a\,\frac{(p+2)\Delta}{r_0}\,T_{aij}.$$

There are four nonzero elements $\pm\tau$, so $\sum T^2=4\tau^2=\tfrac1{12}$ and

$$\sum|D|^2=\frac43\,\frac{(p+2)^2\Delta^2\sin^2\kappa a}{r_0^2}=\frac43\times\frac{25\times1.69}{8}=7.04\ \text{eV}^2/\text{Å}^2 .$$

For the phonons use nearest-neighbour springs of strength $K$, which give $M\omega^2\mathbf e=K\sum_{\mathbf d}\hat{\mathbf d}\hat{\mathbf d}^T(1-\cos\mathbf q\cdot\mathbf d)\mathbf e$. For transverse $\mathbf e$ the right side is $4K\times\tfrac12=2K$ times $\mathbf e$. With $K=2$ eV/Å² and $M=50$ u the phonon energy is 0.0183 eV and the zero-point amplitude is 0.0478 Å. Hence $S=7.04\times0.0478^2=0.0161$ eV².

A single element is another matter. If all three diagonalizations pick the $\mathbf A,\mathbf B$ axes, the element with every index along $\mathbf A$ has $|g|^2=S/4=0.00402$ eV². If noise turns the initial state alone by $60^\circ$, the amplitude is halved, because $T_{AAB}=0$, and $|g|^2=S/16=0.00101$ eV². With $\mathbf A$ for mode and final state and $\mathbf B$ for the initial state it is zero.

Complex combinations go higher. Put $\mathbf e$ and the initial state equal to $(\mathbf A+i\mathbf B)/\sqrt2$, and the final state equal to its conjugate. Each $\mathbf s_b$ then contributes $(e^{i\phi_b}/\sqrt6)^3$ with $\phi_b=0,\pm120^\circ$. The three terms add to $1/(2\sqrt6)$, whose square is half of $\tfrac1{12}$. So $|g|^2=S/2=0.00805$ eV². This is the maximum: the norm of $\tau(e_A\sigma_z-e_B\sigma_x)$ is at most $\tau(|e_A|+|e_B|)\le\sqrt2\,\tau$.

A frozen phonon shows an invariant directly in the energies. Displace the ions by $\pm Q\mathbf A$ with the sign of $e^{i\mathbf q\cdot\mathbf R}$. The doublets at $\mathbf k$ and $\mathbf k+\mathbf q$ have equal energy here, because $\mathbf k+\mathbf q$ differs from $-\mathbf k$ by a reciprocal lattice vector. To first order the four levels become $E\pm Qs$, each twofold, where $s$ is the singular value of the $\mathbf A$-polarized block. Both singular values equal $s=\tfrac12\sqrt{\sum|D|^2}=1.33$ eV/Å. Diagonalizing the two-atom cell gives the same rate.

### When is a partial sum enough?

You may want the strength for one initial state, summed over final states and modes. That is a diagonal element of $\sum_\nu g_\nu^\dagger g_\nu$, and it is safe if this matrix is scalar. In the case above $\sigma_z^2+\sigma_x^2=2\cdot1$, so each initial state gets $S/2$ in any basis.

It fails for the triplet at $\mathbf k=0$ with a single $\mathbf q=(\pi/2a)(1,1,1)$, transverse modes and the final doublet. Now $D^a=2i\sum_b\partial_at(\mathbf d_b)$. For an initial orbital across $\mathbf q$ the tensor $T$ appears as before, and the summed $|D|^2$ is

$$4\,\frac{(p+2)^2\Delta^2}{r_0^2}\,2\tau^2=0.880\ \text{eV}^2/\text{Å}^2 .$$

For the orbital along $\mathbf q$ the derivative sums to $(\Delta/r_0)\sqrt{2/3}\,[3-(p+2)/2]\,\delta_{ai}$, which gives

$$4\,\frac{\Delta^2}{r_0^2}\cdot\frac23\cdot\frac14\cdot2=0.282\ \text{eV}^2/\text{Å}^2 .$$

At this $\mathbf q$, $M\omega^2=K$, so the squared amplitude is $\sqrt2$ times the earlier one. The strengths are 0.00285 eV² across $\mathbf q$ and 0.00091 eV² along it. A run that returns $p_x$ finds $(0.00091+2\times0.00285)/3=0.00220$ eV². All three numbers describe the same level.

Each $\mathbf q$ in the star $(\pi/2a)(\pm1,\pm1,\pm1)$ contributes $r_\perp1+(r_\parallel-r_\perp)\hat{\mathbf q}\hat{\mathbf q}^T$, where $r_\perp$ and $r_\parallel$ are these two strengths. Over the eight directions $\sum\hat{\mathbf q}\hat{\mathbf q}^T=\tfrac83 1$. The total is scalar, $\tfrac83(r_\parallel+2r_\perp)=0.0176$ eV² for any initial $p$ state. A state-resolved strength can thus become meaningful after a symmetric sum over $\mathbf q$, even though its separate terms are not.

### What to do with your data

For slopes along $\mathbf u$, diagonalize $V(\mathbf u)$ inside the multiplet, and do it again for each new direction. For coupling strengths, sum $|g|^2$ over complete initial, final and mode multiplets, or divide that sum by the number of initial states if you need an average. Energy and occupation factors do not spoil this, since they are constant within a multiplet. A cut through a multiplet, for instance by a fixed number of bands, can spoil it. A cut through the initial multiplet alone leaves the sum independent of the basis when $\sum_\nu g_\nu^\dagger g_\nu$ is scalar, as in the doublet above, but the share of the omitted states is still lost.

If a small splitting is physical rather than numerical, the split states are definite. A single $|g_{mn\nu}|^2$ is well defined when the initial state, the final state and the mode are all nondegenerate; splitting the electron levels alone does not fix the choice of degenerate modes. Near a cone the states and their diagonal velocities can still change strongly over a small step in $\mathbf k$, as the direction-dependent gradient above shows. The numerical output below lists the values for both choices of noise.

## Numbers as computed

```
lattice constant a: 4.0 angstrom
neighbour distance r0: 2.8284 angstrom
hopping V_sigma: 1.0 eV
hopping V_pi: -0.3 eV
hopping decay power p: 3 (no unit)
spring constant: 2.0 eV/angstrom^2
atomic mass: 50 u
kappa (each component of k): 0.3927 1/angstrom
singlet energy: -1.8000 eV
doublet energy: 2.1000 eV
doublet slope along threefold axis: 1.1547 eV*angstrom
transverse slope w: 1.0614 eV*angstrom
transverse slope w as a speed: 1.613 10^5 m/s
norm of commutator of V(A), V(B): 2.2533 eV^2*angstrom^2
site shift imitating noise: 1e-09 eV
V(A) diagonal, pz shifted, lower state: 1.0614 eV*angstrom
V(A) diagonal, pz shifted, upper state: -1.0614 eV*angstrom
sum of squared diagonals, pz shifted: 2.2533 eV^2*angstrom^2
Tr V(A)^2, pz shifted: 2.2533 eV^2*angstrom^2
V(A) diagonal, px shifted, lower state: -0.5307 eV*angstrom
V(A) diagonal, px shifted, upper state: 0.5307 eV*angstrom
sum of squared diagonals, px shifted: 0.5633 eV^2*angstrom^2
Tr V(A)^2, px shifted: 2.2533 eV^2*angstrom^2
central difference of sorted upper band along A: 0.0000 eV*angstrom
upper-band A slope, reached 60 deg from A, adapted basis: 0.5307 eV*angstrom
same from energies near the point: 0.5301 eV*angstrom
fourfold axis: norm of transverse block: 0.0000 eV*angstrom
transverse phonon energy: 0.01829 eV
zero-point amplitude: 0.04781 angstrom
sum of |D|^2 over multiplets: 7.0417 eV^2/angstrom^2
frozen-phonon splitting rate (one side): 1.3268 eV/angstrom
sum S of |g|^2 over multiplets: 0.016096 eV^2
one |g|^2, initial pz shifted: 0.004024 eV^2
one |g|^2, initial px shifted: 0.001006 eV^2
one |g|^2, circular basis: 0.008048 eV^2
one |g|^2, linear basis, forbidden element: 0.000000 eV^2
largest |g|^2 in 300 random-noise runs: 0.007588 eV^2
Gamma, one q: strength of p along q: 0.000911 eV^2
Gamma, one q: strength of p across q: 0.002845 eV^2
Gamma, one q: strength of px: 0.002200 eV^2
Gamma, star of 8 q: strength of any p state: 0.017604 eV^2
```
